\section*{Photon-Limited Stress Precision from a Lorentzian Silicon Raman Line}

\section*{Problem}

A Raman spectrum of lightly doped (001) silicon is recorded in backscattering near room temperature. The phonon line is a Lorentzian of full width at half maximum $W=3\ \mathrm{cm^{-1}}$. It contains $N=100000$ expected detected counts and has no background. The film carries an equal biaxial stress $s$ in its plane, and its top surface is free.

Use the following rough typical values for silicon: stress-free phonon wavenumber $w_0=520\ \mathrm{cm^{-1}}$, stiffnesses $C_{11}=166$ GPa and $C_{12}=64$ GPa, and dimensionless phonon deformation potentials $K_{11}=-1.85$ and $K_{12}=-2.30$, defined in part (c).

\begin{enumerate}
\item[(a)] Find the smallest standard deviation that an unbiased estimate of the line centre can have.
\item[(b)] Does it matter that the height and width of the line are also unknown, and which estimator reaches the limit?
\item[(c)] Derive the biaxial calibration and the resulting stress precision.
\item[(d)] Which neglected effects matter at this level?
\end{enumerate}

Tensile stress is positive. Precision means one standard deviation of the random error. The stress-free wavenumber, the temperature and the calibration are taken as known until part (d).

\section*{Solution}

\subsection*{(a) Information about the line centre}

Let $c$ be the line centre, $u=x-c$ the distance from it, and $g=W/2$ the half width. The expected number of counts per unit wavenumber is
\begin{equation}
\lambda(x)=N p(x),\qquad p(x)=\frac{1}{\pi}\,\frac{g}{u^2+g^2},\qquad \int_{-\infty}^{\infty}p\,dx=1 .
\end{equation}
The counts are independent Poisson events. Divide the axis into cells so narrow that each holds at most one count. Apart from a constant, the logarithm of the likelihood of counts at positions $x_i$ is
\begin{equation}
\ln \mathcal L=\sum_i\ln\lambda(x_i)-\int\lambda\,dx .
\end{equation}
The integral equals $N$ and does not depend on $c$. The derivative with respect to the centre, called the score, is therefore
\begin{equation}
U=\frac{\partial\ln\mathcal L}{\partial c}=\sum_i q(x_i),\qquad
q=\frac{\partial\ln p}{\partial c}=\frac{2u}{u^2+g^2}.
\end{equation}
The sign is positive because $\partial u/\partial c=-1$ and $\ln p$ contains $-\ln(u^2+g^2)$.

The mean of $U$ is $\int\lambda q\,dx=0$, since $q$ is odd in $u$ and $\lambda$ is even. For the variance, note that a cell of width $dx$ has a Poisson count of variance $\lambda\,dx$, which enters $U$ with weight $q$. Independent cells add, so
\begin{equation}
\operatorname{Var}U=\int\lambda q^2\,dx=N I_1,\qquad I_1=\int p\,q^2\,dx .
\end{equation}
This variance is the Fisher information, and $I_1$ is its value per expected count.

Now let $T$ be any unbiased estimate of the centre, so that its mean is $\langle T\rangle=c$ for every $c$. Differentiating this mean with respect to $c$ moves the derivative onto the likelihood, and $\partial\mathcal L/\partial c=\mathcal L U$. Hence $\langle TU\rangle=1$. Because $\langle U\rangle=0$, this is also the covariance of $T$ and $U$. The Cauchy--Schwarz inequality then gives
\begin{equation}
1\le \operatorname{Var}T\,\operatorname{Var}U
\quad\Longrightarrow\quad
\operatorname{Var}T\ge\frac{1}{N I_1}.
\label{eq:bound}
\end{equation}

To evaluate $I_1$, put $u=g\tan\theta$. Then $du=g\sec^2\theta\,d\theta$ and $u^2+g^2=g^2\sec^2\theta$, so
\begin{equation}
p\,du=\frac{d\theta}{\pi},\qquad
q=\frac{2\tan\theta}{g\sec^2\theta}=\frac{\sin2\theta}{g}.
\end{equation}
The average of $\sin^2 2\theta$ over $-\pi/2<\theta<\pi/2$ is one half. Therefore
\begin{equation}
I_1=\frac{1}{\pi g^2}\int_{-\pi/2}^{\pi/2}\sin^2 2\theta\,d\theta
=\frac{1}{2g^2}=\frac{2}{W^2}.
\end{equation}
Inserting this in (\ref{eq:bound}) gives the smallest standard deviation of the centre,
\begin{equation}
\boxed{\;\delta c=\frac{W}{\sqrt{2N}}\;}
\label{eq:centre}
\end{equation}
For the given line,
\begin{equation}
\delta c=\frac{3\ \mathrm{cm^{-1}}}{\sqrt{200000}}=0.00671\ \mathrm{cm^{-1}} .
\end{equation}
This is about $1/450$ of the line width. The position of a smooth line can be found far more finely than its width. The bound assumes that the shape of the line is known.

The integrand also shows where the information lies. It vanishes at the centre of the line, where a small displacement does not change the intensity to first order. The half-maximum points are at $\theta=\pm\pi/4$. Between them the integral of $\sin^2 2\theta$ is $\pi/4$, against $\pi/2$ for the whole line, so half of the information comes from inside the half-maximum points and half from outside.

\subsection*{(b) Unknown height and width, and the choice of estimator}

The scores of one count for the amplitude $N$ and the half width $g$ are
\begin{equation}
\frac{\partial\ln\lambda}{\partial N}=\frac1N,\qquad
\frac{\partial\ln\lambda}{\partial g}=\frac1g-\frac{2g}{u^2+g^2}
=\frac{1-2\cos^2\theta}{g}=-\frac{\cos2\theta}{g}.
\end{equation}
Both are even in $u$, while the centre score is odd. The integrals of their products with the centre score, weighted by $\lambda$, therefore vanish. The information matrix has no element linking the centre to the other two parameters, and its inverse leaves the bound (\ref{eq:centre}) unchanged. The decoupling holds for a range of wavenumbers that is symmetric about the line, or so wide that its ends do not matter. A narrow range still loses the information outside it: the standard deviation is 1.41 times (\ref{eq:centre}) for $|u|<g$ and 1.08 times for $|u|<2g$, while the loss at $\pm50\ \mathrm{cm^{-1}}$ is negligible.

Maximum likelihood reaches the bound when $N$ is large. The estimate $\hat c$ makes the score zero. Expanding about the true centre,
\begin{equation}
0=U(\hat c)\simeq U(c)+(\hat c-c)\,\frac{\partial U}{\partial c}.
\end{equation}
For large $N$ the last derivative is close to its mean. That mean follows from differentiating $\int p\,q\,dx=0$ with respect to $c$ at fixed $x$:
\begin{equation}
\int p\,\frac{\partial q}{\partial c}\,dx+\int p\,q^2dx=0
\quad\Longrightarrow\quad
\Big\langle\frac{\partial U}{\partial c}\Big\rangle=-N I_1 .
\end{equation}
Thus $\hat c-c\simeq U/(N I_1)$, whose variance is $N I_1/(N I_1)^2=1/(N I_1)$. The vanishing cross terms keep errors in height and width out of this result at leading order. With only a few counts the expansion fails, and the actual scatter can lie well above the bound.

The centroid, or mean position of the counts, behaves differently. In a window $|u|<L$ the fraction of counts recorded is $f=(2/\pi)\arctan(L/g)$, and
\begin{equation}
\int_{-L}^{L}u^2p\,du
=\frac g\pi\int_{-L}^{L}\left(1-\frac{g^2}{u^2+g^2}\right)du
=\frac{2g}{\pi}\left(L-g\arctan\frac Lg\right).
\end{equation}
Dividing by $f$ gives the variance of one recorded position, and dividing by the $Nf$ recorded counts gives the variance of their mean:
\begin{equation}
(\delta c_{\rm centroid})^2=\frac{2g}{\pi N f^2}\left(L-g\arctan\frac Lg\right).
\end{equation}
For $L=50\ \mathrm{cm^{-1}}$ this gives $0.0218\ \mathrm{cm^{-1}}$, more than three times the bound. If the window stays fixed while the line moves, the centroid follows only a fraction $1-2Lp(L)/f=0.98$ of a small displacement, where $p(L)$ is the line density at $u=L$, and correcting for this raises its error by a further 2\%. With this correction included, a window of $L=2g$ centred on the line gives $0.0079\ \mathrm{cm^{-1}}$, only 1.18 times the bound for small displacements, and both narrower and wider windows do worse. A wide window makes the scatter worse because rare counts far out in the tails pull strongly on a mean. The likelihood score falls as $2/u$ there and gives them little weight.

A simulation shows what a fit achieves with finite pixels. Poisson spectra were drawn with $N=100000$, pixels of $0.5\ \mathrm{cm^{-1}}$ and a range of $\pm50\ \mathrm{cm^{-1}}$. Height, centre and width were fitted by maximum likelihood. The information bound for these pixels is $0.00676\ \mathrm{cm^{-1}}$, and the centres fitted to 3000 spectra scattered by $0.00691\ \mathrm{cm^{-1}}$. The excess is 2.2\%, while the sampling uncertainty of such a scatter is about $1/\sqrt{6000}=1.3\%$, so no loss is resolved. The mean error was $0.00031\ \mathrm{cm^{-1}}$, which is 2.5 times its standard error. A larger set of 12000 spectra gave a scatter of $0.00680\ \mathrm{cm^{-1}}$ and a mean error of $-0.00005\ \mathrm{cm^{-1}}$, less than its standard error, so no bias is resolved either.

\subsection*{(c) Biaxial calibration and stress precision}

Take $x$, $y$ and $z$ along the cubic axes, with $z$ normal to the film. The Raman tensor of the phonon polarized along $z$ has equal $xy$ and $yx$ elements and no others. The tensors of the other two phonons each need a $z$ component of the light. With both light polarizations in the plane, the spectrum therefore shows the $z$ phonon alone. A lens of large aperture adds some $z$ component and weakens this selection.

Let $e$ be the in-plane strain and $e_z$ the normal strain. There is no shear. The free surface requires zero normal stress:
\begin{equation}
0=2C_{12}e+C_{11}e_z\quad\Longrightarrow\quad e_z=-\frac{2C_{12}}{C_{11}}e .
\end{equation}
The in-plane stress is then
\begin{align}
s&=(C_{11}+C_{12})e+C_{12}e_z
=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}\,e\nonumber\\
&=\frac{D}{C_{11}}\,e,\qquad D=(C_{11}-C_{12})(C_{11}+2C_{12}).
\end{align}
Hence $e=C_{11}s/D$ and $e_z=-2C_{12}s/D$. Tension in the plane makes the film thinner.

The deformation potentials are defined by the change of the squared phonon wavenumber. $K_{11}$ multiplies the strain along the phonon polarization, and $K_{12}$ multiplies each of the two transverse strains:
\begin{equation}
w^2=w_0^2\left(1+K_{11}e_z+2K_{12}e\right).
\end{equation}
For small strain the square root gives $w-w_0\simeq\tfrac12w_0(K_{11}e_z+2K_{12}e)$. Inserting the strains,
\begin{equation}
w-w_0=b\,s,\qquad
b=w_0\,\frac{K_{12}C_{11}-K_{11}C_{12}}{D}.
\end{equation}
The numbers are $D=102\times294=29988\ \mathrm{GPa^2}$ and
\begin{equation}
b=520\times\frac{-381.8+118.4}{29988}=-4.57\ \mathrm{cm^{-1}/GPa}.
\end{equation}
The in-plane stretching lowers the wavenumber. The normal contraction raises it and cancels about a third of that shift.

Since $s=(w-w_0)/b$, the photon-limited stress precision is
\begin{equation}
\boxed{\;\delta s=\frac{W}{|b|\sqrt{2N}}
=\frac{0.00671}{4.57}\ \mathrm{GPa}\simeq1.5\ \mathrm{MPa}\;}
\end{equation}
The equivalent in-plane strain is $C_{11}\,\delta s/D=8.1\times10^{-6}$. Solving for the counts gives $N=W^2/(2b^2\delta s^2)$, so a precision of 1 MPa needs about $2.2\times10^5$ counts. At fixed line shape, halving the error takes four times the counts.

A second loading case follows from linearity. A rotation by $90^\circ$ about $z$ exchanges $x$ and $y$ but leaves the $z$ phonon unchanged, so the two in-plane normal stresses contribute equally, each with coefficient $b/2$. If the stress acts along $x$ alone, the same spectrum gives a precision of $2\times1.47=2.9$ MPa. One line position cannot separate the two stresses; it measures their sum.

\subsection*{(d) Neglected effects}

The table changes one assumption at a time, with $N=100000$ in the line throughout. The background is flat, with 1\% of the peak height. Its precision follows from numerical integration of $(\partial\lambda/\partial c)^2/(\lambda+B)$, where $B$ is the background density. An unknown level of $B$ has an even score and costs nothing further in a symmetric range. In the broadened case, the Lorentzian of $3\ \mathrm{cm^{-1}}$ is convolved with a Gaussian of $1\ \mathrm{cm^{-1}}$ full width, and the information is integrated numerically for the resulting wider line. In the reference case, $w_0$ is measured on stress-free silicon with equal counts, and the two independent errors add in quadrature.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Centre or shift & Stress \\
 & ($10^{-3}\ \mathrm{cm^{-1}}$) & (MPa)\\
\hline
Ideal biaxial case & 6.71 & 1.47\\
Pixels of $0.5\ \mathrm{cm^{-1}}$ & 6.76 & 1.48\\
Background, 1\% of peak & 6.82 & 1.49\\
Gaussian broadening & 7.13 & 1.56\\
Reference with equal counts & 9.49 & 2.08\\
Stress along $x$ alone & 6.71 & 2.94\\
Centroid, $\pm50\ \mathrm{cm^{-1}}$ & 21.8 & 4.76\\
\hline
\end{tabular}
\end{center}

The third digit serves to compare the rows; the rough calibration does not support it as an absolute value. Pixels, background and broadening of these sizes, each taken alone, raise the random error by less than 7\%.

Systematic shifts are more serious, because more counts do not reduce them.

\paragraph{Temperature.} The silicon line is taken to move by $-0.022\ \mathrm{cm^{-1}}$ per kelvin near room temperature. This rough value may be off by about a fifth, and the figures below share that uncertainty. An unnoticed warming of 1 K, for instance by the laser, is read as a tensile stress of $0.022/4.57$ GPa, or 4.8 MPa. A temperature error of 0.3 K already equals the photon noise.

\paragraph{Calibration.} An error in $b$ changes the scale of the stress. Published deformation potentials differ among themselves; the set $K_{11}=-1.43$, $K_{12}=-1.89$, for example, gives $b=-3.85\ \mathrm{cm^{-1}/GPa}$, 16\% smaller in size. If the scale is wrong by 10\%, the resulting error equals the photon noise at a stress of about 15 MPa and exceeds it at larger stresses. The linear relation is itself an approximation. The next term of the square root adds about $|b|s^2/(2w_0)$ to the stress that is read, which equals the photon noise near 0.58 GPa and is 4.4 MPa at 1 GPa. At such stresses the square root should be kept, and terms of second order in the strain, omitted here, may also matter. The wavenumber scale of the spectrometer must also stay fixed between the reference and the film: an unnoticed drift of $0.01\ \mathrm{cm^{-1}}$ is read as a stress of about 2.2 MPa, more than the photon noise.

\paragraph{Carriers.} In heavily doped silicon, free carriers can make the line asymmetric through interference between the phonon and a continuum of electronic transitions. In the lightly doped film of this problem the effect should be much weaker; the estimate below shows why heavy doping needs care. With $\epsilon=u/g$ and asymmetry parameter $Q$, the Fano profile divided by $Q^2$ is
\begin{equation}
\frac{(Q+\epsilon)^2}{Q^2(1+\epsilon^2)}
=\frac1{Q^2}+\frac{1-1/Q^2+2\epsilon/Q}{1+\epsilon^2}.
\end{equation}
Suppose that the flat first term is subtracted and a symmetric Lorentzian is fitted to the rest by maximum likelihood. To first order in $1/Q$, the line density is $p(1+2\epsilon/Q)$. A fit displaced by $\Delta$ has zero mean score when
\begin{equation}
I_1\Delta=\int p\,q\,\frac{2\epsilon}{Q}\,du
=\frac{2}{\pi gQ}\int_{-\pi/2}^{\pi/2}\sin2\theta\tan\theta\,d\theta
=\frac{2}{gQ},
\end{equation}
where $\sin2\theta\tan\theta=2\sin^2\theta$ has the integral $\pi$. With $I_1=1/(2g^2)$,
\begin{equation}
\Delta=\frac{4g}{Q}.
\end{equation}
The maximum of the profile moves by $g/Q$, a quarter of this; the fit moves further because it also responds to the unequal tails. For $Q=100$, a weak asymmetry chosen for illustration, $\Delta=0.060\ \mathrm{cm^{-1}}$. For positive $Q$ the fit reads this as a compressive stress of 13 MPa, nine times the photon noise. The integral over the whole axis is formal, since the subtracted profile turns negative below $u\simeq-Qg/2=-75\ \mathrm{cm^{-1}}$. A finite window reduces the shift, to $0.058\ \mathrm{cm^{-1}}$ for $\pm50\ \mathrm{cm^{-1}}$ and $0.049\ \mathrm{cm^{-1}}$ for $\pm10\ \mathrm{cm^{-1}}$. The shift also depends on the fitting rule: unweighted least squares gives the tails less weight and moves by $2g/Q=0.030\ \mathrm{cm^{-1}}$. Fitting a Fano profile removes this bias if that profile describes the line, but its asymmetry parameter is odd in effect and shares information with the centre, which raises the random error by about 5\% in a range of $\pm50\ \mathrm{cm^{-1}}$. It does not remove any change that the carriers cause in the phonon wavenumber itself, so the reference should have the same doping.

\paragraph{Use in a real measurement.} A recorded width near $3\ \mathrm{cm^{-1}}$ is of the size expected for good silicon at room temperature in a high-resolution spectrometer. The elastic and phonon constants used here are rough, so $1.5$ MPa should be read as a scale. It is a floor on the random error for a purely Lorentzian line of this width. If a recorded width of $3\ \mathrm{cm^{-1}}$ already contains a Gaussian instrument width of $1\ \mathrm{cm^{-1}}$, the tails are lighter and the floor is about 5\% lower. In a real device, the assumption of a known temperature is the one most directly threatened by the measurement itself, at a cost of about 5 MPa per kelvin. If the light reaches a silicon substrate below the film, its unshifted line pulls a single-line fit towards zero stress: 2\% of such counts lower a reading of 100 MPa by about 2 MPa. Patterned structures may also have unequal in-plane stresses or stress gradients within the laser spot, and the biaxial calibration then no longer gives a single local stress.
